\section*{Electron heating by reflection from an oscillating sheath edge}

\section{One reflection}

\textbf{Q.} In a capacitive discharge the sheath edge moves back and forth and reflects electrons. You say this heats them. The edge spends as much time receding as advancing, so why do gains and losses not cancel?

\textbf{A.} Start with one collision. Let $x$ point from the plasma to the electrode, and let the edge be a perfectly reflecting wall at $s(t)$ with speed $u=ds/dt$. Positive $u$ means that the wall recedes from the plasma. An electron of mass $m$ arrives with normal velocity $v>u$. The velocity along the wall does not change, so I leave it out. The reflection is taken as instantaneous; a finite duration comes later.

In the frame of the wall the electron arrives with $v-u$ and leaves with $-(v-u)$. Adding $u$ returns us to the laboratory:
\begin{equation}
v'=-(v-u)+u=2u-v .
\end{equation}
The energy change is
\begin{equation}
\Delta E=\frac m2\left[(2u-v)^2-v^2\right]=\frac m2\left(4u^2-4uv\right)=2mu(u-v).
\label{eq:dE}
\end{equation}
Since $v>u$, the electron loses energy to a receding wall ($u>0$) and gains it from an advancing one ($u<0$).

\textbf{Q.} Then average over a cycle. With $\langle u\rangle=0$ I get $2m\langle u^2\rangle$, positive but second order. Is that the answer?

\textbf{A.} It would be if collisions were spread evenly in time, and they are not. The wall meets more electrons while it advances.

\section{Counting the collisions}

\textbf{Q.} Show me the count, and say what you assume about the electrons.

\textbf{A.} The incident stream is steady in the laboratory, free of collisions, and has density $n$ and speed $v$ larger than the greatest wall speed $u_{\max}$. I first check that its density at the wall is $n$ at every instant. An electron now at the wall was at $s(t)-v(t-t')$ at an earlier time $t'$. The wall has moved by less than $v(t-t')$ since then, so $s(t)-v(t-t')<s(t')$: the electron was on the plasma side and has not been reflected before.

In a time $dt$ the wall meets the electrons in a layer of thickness $(v-u)\,dt$. The collision rate per area is therefore $n(v-u)$. Angle brackets denote a time average over one period. The wall position is periodic, so $\langle u\rangle=0$, and the mean rate is $nv$. The mean power per area is
\begin{align}
P&=\langle n(v-u)\,2mu(u-v)\rangle=-2mn\langle u(v-u)^2\rangle\nonumber\\
&=-2mn\left(v^2\langle u\rangle-2v\langle u^2\rangle+\langle u^3\rangle\right)
=4mnv\langle u^2\rangle-2mn\langle u^3\rangle .
\end{align}
Division by $nv$ gives the mean gain per reflection:
\begin{equation}
\boxed{\;\overline{\Delta E}=4m\langle u^2\rangle-\frac{2m\langle u^3\rangle}{v}\;}
\label{eq:main}
\end{equation}
For $u=u_0\cos\omega t$ the cubic average vanishes and $\langle u^2\rangle=u_0^2/2$, so $\overline{\Delta E}=4m\langle u^2\rangle=2mu_0^2$, whatever the value of $v$. The quantity $\langle u^2\rangle$ is the variance of the wall speed over time, not over collisions.

\textbf{Q.} Where did the second $2m\langle u^2\rangle$ come from?

\textbf{A.} From the term linear in $u$. A quantity $X$ averaged over collisions is $\langle(v-u)X\rangle/v$. Hence
\begin{equation}
\overline{u}=\frac{\langle (v-u)u\rangle}{v}=-\frac{\langle u^2\rangle}{v},\qquad
\overline{u^2}=\langle u^2\rangle-\frac{\langle u^3\rangle}{v}.
\end{equation}
The part $-2mv\,\overline{u}$ of the energy change gives $+2m\langle u^2\rangle$. The part $2m\overline{u^2}$ gives the other half and the cubic term. The bias in $u$ is small, of order $u_0^2/v$, but it multiplies the large factor $v$.

\textbf{Q.} I distrust weights put in by hand.

\textbf{A.} They can be avoided. Release electrons from a fixed plane at 400 equally spaced times in a cycle, follow each to the moving wall, and take the plain average. For a sinusoidal wall and $v=4$, 5, 6 and $12\,u_0$ this test gives $1.000000$ in units of $2mu_0^2$.

The cubic term was tested with $u=u_0(\cos\omega t+\tfrac12\cos2\omega t)$. Here $\langle u^2\rangle=\tfrac58u_0^2$. In $\langle u^3\rangle$ the one surviving term is $\tfrac32\langle\cos^2\omega t\cos2\omega t\rangle u_0^3=\tfrac38u_0^3$. At $v=5u_0$, Eq.~\eqref{eq:main} gives $(2.5-0.15)\,mu_0^2=1.175\times2mu_0^2$, and the traced electrons give $1.17500$ in the same unit.

\section{Electrons that are hit twice}

\textbf{Q.} A slow electron may leave so slowly that the wall catches it again.

\textbf{A.} Yes, and then Eq.~\eqref{eq:main} does not cover its whole visit. The electron departs towards the plasma with speed $v-2u$, and the wall follows at no more than $|u_{\min}|$. A sufficient condition for a single reflection is therefore
\begin{equation}
v>2u_{\max}+|u_{\min}| ,
\end{equation}
which is $3u_0$ for a sine. The true threshold is lower, because the wall is not at full forward speed just after it has receded at full speed. Let the electron leave at phase $\theta$ and meet the wall again after a phase delay $\delta$. With $s=(u_0/\omega)\sin\omega t$, equality of the positions requires
\begin{equation}
\sin\theta+\left(2\cos\theta-\frac v{u_0}\right)\delta=\sin(\theta+\delta)
\;\Rightarrow\;
\frac v{u_0}=2\cos\theta+\frac{\sin\theta-\sin(\theta+\delta)}{\delta}.
\end{equation}
The largest value of the right side over $\theta$ and $\delta$ is $2.237$. In a scan of traced electrons in steps of $0.02$, the fastest one hit twice had $v=2.22\,u_0$.

\section{Spread and thermal stream}

\textbf{Q.} Individual changes are first order in $u$. Does the small mean matter beside them?

\textbf{A.} The two are linked. With the same collision weight,
\begin{equation}
\overline{\Delta E^2}=\frac{4m^2}{v}\langle u^2(v-u)^3\rangle
=4m^2\left(v^2\langle u^2\rangle+3\langle u^4\rangle\right)
\label{eq:spread}
\end{equation}
for a sine, whose odd moments vanish. Put $v^2=2E/m$. Then
\begin{equation}
\frac12\frac{d}{dE}\overline{\Delta E^2}=\frac12\,4m^2\,\frac2m\langle u^2\rangle=4m\langle u^2\rangle=\overline{\Delta E}.
\end{equation}
Let $g(E)$ be the number of electrons arriving per unit time and energy. When the steps are small, the current along the energy axis is $g\,\overline{\Delta E}-\tfrac12\,d(g\,\overline{\Delta E^2})/dE$, which now reduces to $-\tfrac12\overline{\Delta E^2}\,dg/dE$. The wall spreads electrons from energies where $g$ is large to energies where it is small. For a thermal stream of temperature $T$, $g$ is proportional to $e^{-E/kT}$ and falls with energy, so the stream is heated.

\textbf{Q.} What is the power for a thermal stream?

\textbf{A.} Let the incident electrons be the half with $v>0$ of a Maxwellian of density $n$ and temperature $T$. Their flux is
\begin{equation}
\Gamma=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4},\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
For a sinusoidal wall the gain does not depend on $v$ above the threshold. To leading order in $u_0/\bar v$ the power per area is then
\begin{equation}
S=4m\langle u^2\rangle\,\Gamma=mn\bar v\,\langle u^2\rangle .
\label{eq:S}
\end{equation}

\section{A plasma that moves too}

\textbf{Q.} Here is my main objection. The radio-frequency current also flows through the plasma, so the arriving electrons oscillate. Your steady stream does not exist.

\textbf{A.} You are right that the stream then oscillates, and the result changes. Let a spatially uniform field give all plasma electrons the extra velocity $\alpha u$, so that $v=w+\alpha u$ with constant random velocity $w$. The closing speed is $v-u=w-(1-\alpha)u$. After reflection the random velocity is
\begin{equation}
w'=v'-\alpha u=2u-(w+\alpha u)-\alpha u=-w+2(1-\alpha)u .
\end{equation}
Both relations are those of a steady stream of speed $w$ and a wall of speed $(1-\alpha)u$. For a sine the gain in random energy is therefore
\begin{equation}
\overline{\Delta E}_{\rm random}=4m(1-\alpha)^2\langle u^2\rangle .
\end{equation}
The energy delivered by the wall itself, in the laboratory, is
\begin{equation}
\overline{\Delta E}_{\rm wall}=-\frac{2m}{w}\left\langle u\,[w-(1-\alpha)u]^2\right\rangle=4m(1-\alpha)\langle u^2\rangle .
\end{equation}

\textbf{Q.} Those differ. Where does the rest go?

\textbf{A.} Into the uniform field. Away from the wall, the laboratory energy of an electron averaged over a cycle is $\tfrac m2w^2+\tfrac m2\alpha^2\langle u^2\rangle$, because the cross term averages to zero. The second term is the same before and after reflection, so the lasting gain is the random one. The remainder, $4m\alpha(1-\alpha)\langle u^2\rangle$, has gone to the one other force present.

\textbf{Q.} And what sets $\alpha$?

\textbf{A.} Continuity of current. Take immobile ions, with density $n_s$ at the sheath edge and $n_b$ in the bulk, and a negligible field at the edge. At a fixed point in the sheath the field is $(e/\epsilon_0)\int_s^x n_i\,dx'$, with $n_i$ the ion density. The displacement current density there is $-en_su$. In the bulk, electrons carry $-en_b\alpha u$, and displacement current is negligible well below the plasma frequency. Equating the two gives
\begin{equation}
\alpha=\frac{n_s}{n_b}.
\end{equation}
This single value assumes that the density falls from $n_b$ to $n_s$ over a distance short compared with $\bar v/\omega$ (14 mm in the example below). Where the density varies gradually, continuity gives a local drift $u\,n_s/n(x)$, which reaches $u$ at the edge. If the density is uniform up to the edge, $\alpha=1$ and this model has no heating. Equation~\eqref{eq:main} is the opposite limit, a sheath edge much thinner in density than the bulk.

\section{How slow is slow?}

\textbf{Q.} A real sheath is a field, not a hard surface.

\textbf{A.} For uniform ions of density $n_s$ the electron obeys $\ddot x=-\omega_p^2(x-s)$ inside the sheath, with $\omega_p^2=n_se^2/(\epsilon_0m)$. Let $s=s_0\sin\omega t$, $u_0=\omega s_0$, $R=\omega_p/\omega$ and $K=R^2/(R^2-1)$. For entry at phase $\theta$ with velocity $v$, the solution after a time $\tau$ is
\begin{equation}
x=Ks_0\sin(\theta+\omega\tau)-(K-1)s_0\sin\theta\cos\omega_p\tau+\frac{v-Ku_0\cos\theta}{\omega_p}\sin\omega_p\tau .
\end{equation}
Take $v\gg u_0$. The electron leaves, at phase $\theta'$, when $\omega_p\tau=\pi+\varepsilon$. Setting $x=s$ there gives, to first order in $1/v$,
\begin{equation}
\varepsilon=\frac{(K-1)\omega_ps_0}{v}(\sin\theta'+\sin\theta).
\end{equation}
Differentiating $x$ and expanding in $\varepsilon$ gives the exit velocity
\begin{equation}
v'=-v+Ku_0(\cos\theta'+\cos\theta)+\frac{(K-1)^2\omega_p^2s_0^2}{2v}(\sin^2\theta'-\sin^2\theta).
\end{equation}
The last term averages to zero at this order. Write $a=\pi/R$. Since $\theta'=\theta+a+\varepsilon/R$,
\begin{equation}
\cos\theta'=\cos(\theta+a)-\frac{(K-1)u_0}{v}\left[\sin(\theta+a)+\sin\theta\right]\sin(\theta+a).
\end{equation}
Now average $v'^2-v^2$ over $\theta$ with the entry weight $1-(u_0/v)\cos\theta$. Three terms survive as $v\to\infty$, each proportional to $u_0^2(1+\cos a)$:
\begin{itemize}
\item the shift of the exit time gives $K(K-1)$;
\item the entry weight gives $K$;
\item the square of $Ku_0(\cos\theta'+\cos\theta)$ gives $K^2$.
\end{itemize}
Their sum is $2K^2$. With $1+\cos a=2\cos^2(a/2)$,
\begin{equation}
\overline{\Delta E}=\frac m2\,4K^2u_0^2\cos^2\frac a2
=2mu_0^2\left[\frac{R^2}{R^2-1}\cos\frac{\pi}{2R}\right]^2 .
\end{equation}
The bracket tends to 1 for $\omega\ll\omega_p$. That is the meaning of a slow oscillation in time; slow in speed means $u_0\ll\bar v$. At $R=6$ the formula gives $0.9871$ for the squared bracket, and the test with the full orbits at $v=30u_0$ gives the same.

\section{Numbers for an etching discharge}

\textbf{Q.} Is the effect of any size in practice?

\textbf{A.} Take argon at 10 mTorr and 300 K, driven at 13.56 MHz across a 5 cm gap, with electrons at 3 eV. Let $n_s=10^9$ and $n_b=10^{10}\ \mathrm{cm^{-3}}$, and let the current amplitude be $J=2\ \mathrm{mA/cm^2}$. These are rough values, and the density ratio of 0.1 is on the low side: a fluid estimate of the ion flow with a rough ion--neutral cross section of $10^{-14}\ \mathrm{cm^2}$ gives 0.26 to 0.30 at this pressure and gap, depending on the form taken for the ion drag. From $J=en_su_0$ follow
\begin{equation}
u_0=1.25\times10^5\ \mathrm{m/s},\qquad s_0=\frac{u_0}{\omega}=1.5\ \mathrm{mm},\qquad \frac{u_0}{\bar v}=0.108 .
\end{equation}
The variance is $u_0^2/2=7.79\times10^9\ \mathrm{m^2/s^2}$. Four times the electron mass times this is $2.84\times10^{-20}$ J, or $0.177$ eV per reflection. The root-mean-square change at $v=\bar v$, from Eq.~\eqref{eq:spread}, is $1.18$ eV, nearly seven times larger. With $\Gamma=2.90\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$, Eq.~\eqref{eq:S} gives $S=0.82\ \mathrm{mW/cm^2}$ per sheath. At fixed $J$ and $T$, $S=m\bar vJ^2/(2e^2n_s)$, so the heating grows as the density at the sheath edge falls.

\textbf{Q.} Now the list of what you left out.

\textbf{A.} Slow electrons matter little here. About 7\% of the flux lies below the double-hit threshold, yet tracing a thermal stream gives $1.004$ times $4m\langle u^2\rangle$ per visit, with $1.007$ reflections per visit. The soft sheath, with $R=20.9$, lowers the gain at $\bar v$ by $0.1\%$. This measures only the finite duration of a reflection in a sheath free of electron charge. The Debye length at the edge is 0.41 mm and an electron at $\bar v$ penetrates about 0.65 mm, neither small beside $s_0$, so the real edge is blurred; that effect is not included.

Plasma motion is larger. With $\alpha=0.1$ the random gain falls to $(0.9)^2=0.81$ of the ideal value, or about $0.14$ eV, and the energy given by the wall falls to $0.90$. With $\alpha=0.26$ the random gain would fall to $0.55$ of the ideal value. A tenfold density drop also implies, for electrons in thermal balance, a static potential step of $(kT/e)\ln10=6.9$ V. It slows electrons on their way to the wall, and since $v\,\delta v$ is conserved across it, their velocity modulation grows. The wall factor is then $0.83$. For the random gain a linear estimate follows from the diffusion form above. The first-order kick becomes $-2mu(v_s-\alpha v_b)$, with $v_s$ and $v_b$ the speeds on the sheath and bulk sides of the step, and electrons turned back by the step receive a kick of size $2m\alpha u v_b$. Averaged over the Maxwellian, this gives about $0.76$ of the ideal power at $\alpha=0.1$ and about $0.50$ at $\alpha=0.26$.

\textbf{Q.} And the gas and the electrode?

\textbf{A.} For a rough cross section of $10^{-15}\ \mathrm{cm^2}$ the mean free path is 3.1 cm, ten times the full sheath excursion, so a reflection is nearly free of collisions. About 20\% of electrons moving straight across the gap arrive uncollided. They carry a memory of the phase at the opposite sheath, which a steady stream lacks; I have not sized the result.

Some electrons escape to the electrode when the sheath is thinnest. If no direct current flows, their number equals that of the ions, whose flux is about $n_s\sqrt{kT/M}$ with $M$ the ion mass. This is $0.9\%$ of $\Gamma$. A sheath that vanished once per cycle would let through about a quarter of $\Gamma$, so a least width $d$ must remain. For uniform ions the sheath voltage is $V=en_s(d+s_0-s)^2/(2\epsilon_0)$, and the condition $\langle e^{-eV/kT}\rangle=0.009$ gives $d\approx0.9$ mm. The voltage then swings between about 8 and 135 V. Counted at the sheath edge, an escaping electron takes away $2kT$, the mean energy carried through a plane by a Maxwellian flux, plus the barrier $eV$ that it has climbed, about 15 eV in all. This amounts to about $0.14$ eV per incident electron, four fifths of the ideal gain. An electron from the bulk has also climbed the static step of 6.9 V. Counted from there, the loss is about 22 eV, or $0.21$ eV per incident electron, which exceeds the ideal gain. Each escaping electron must also be replaced by an ionisation costing at least 15.76 eV, which raises the loss to at least $0.35$ eV per incident electron, while resistive heating in half the gap adds only about $0.014$ eV. The chosen values therefore illustrate the size of the gain but are not in power balance: a discharge at this density would need a larger current.

\textbf{Q.} So how far should I trust $0.177$ eV for a real reactor?

\textbf{A.} As an estimate for a sheath edge much less dense than the bulk. The plasma of a real reactor is not at rest, and with the static potential step left out, its motion costs about a fifth of the random gain at the density ratio of 0.1 used here, and nearly half at 0.26; the linear estimate with the step included gives about a quarter and about a half. Electrons that escape to the electrode also take away an energy equal to about four fifths of the ideal gain when counted at the sheath edge, and more than all of it when counted from the bulk. Real ion density also varies across the sheath, so $n_s$ and $u_0$ change during the sweep; a single $n_s$ does not capture this, and I give no figure for it. Resistive heating in the bulk is a separate contribution. The numerical output lists many of the values used here, but not those for the residual sheath; its entries for the largest sheath voltage and for the energy lost to the electrode leave out the residual sheath voltage.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (scaled: gain / 4m<u^2>, sinusoidal wall)
traced gain at v = 4 u0: 1.000000
traced gain at v = 5 u0: 1.000000
traced gain at v = 6 u0: 1.000000
traced gain at v = 12 u0: 1.000000
part from quadratic term: 0.5000
part from collision bias: 0.5000
half slope of spread: 1.000000
skewed wall, v = 5 u0, traced: 1.17500
skewed wall, formula: 1.17500
single-hit threshold v/u0, geometry: 2.237
largest scanned v/u0 with a second hit: 2.22
soft sheath, omega_p/omega = 6, traced: 0.9871
soft sheath, omega_p/omega = 6, formula: 0.9871
EXAMPLE INPUTS (rough typical values)
frequency: 13.56 MHz
electron temperature: 3.0 eV
sheath density: 1.0e+09 cm^-3
bulk density: 1.0e+10 cm^-3
rf current amplitude: 2.0 mA/cm2
argon pressure: 10.0 mTorr
gas temperature: 300 K
electron-argon cross section: 1.0e-15 cm2
gap: 5.0 cm
EXAMPLE RESULTS
wall speed amplitude u0: 1.2483e+05 m/s
wall excursion amplitude: 1.465 mm
largest sheath voltage, uniform ions: 77.7 V
mean electron speed: 1.1592e+06 m/s
u0 / mean electron speed: 0.1077
wall-speed variance: 7.7913e+09 m2/s2
mean gain per reflection: 2.8390e-20 J
mean gain per reflection: 0.1772 eV
rms energy change at mean speed: 1.179 eV
electron flux to wall: 2.8979e+16 cm^-2 s^-1
heating power per sheath area: 0.8227 mW/cm2
NEGLECTED EFFECTS
flux share below single-hit threshold: 0.0712
Maxwellian gain per visit / 4m<u^2>: 1.004
reflections per visit: 1.007
drift ratio alpha: 0.10
wall energy factor, drift, no step: 0.899
random energy factor (1-alpha)^2: 0.810
static potential step: 6.91 V
wall energy factor, drift and step: 0.828
omega_p/omega at sheath density: 20.94
soft-sheath factor at mean speed: 0.9989
mean free path in gas: 3.11 cm
share crossing gap uncollided: 0.200
share of electrons lost to electrode: 0.0093
energy lost so per incident electron: 0.0557 eV
\end{verbatim}
